# Hall-Bardeen-Blatt theory and the second-order Williams-Lax spectrum, part 1

(Sections cited here and not found follow in the second part.)

## Part I. Photon energies below the direct gap

A two-band model crystal has an indirect gap of 1.445 eV and a smallest direct gap of 2.912 eV, so with the atoms clamped it is transparent at 2.0 eV. At 300 K, Hall-Bardeen-Blatt (HBB) theory, in which one phonon is absorbed or emitted together with the photon, gives $\varepsilon_2=0.1298$ at 2.0 eV. A calculation with no phonon quanta in it, which displaces the atoms statically, keeps the term quadratic in the displacements and averages it, gives $\varepsilon_2=0.1334$. The first number lies 2.7% below the second. The closeness follows from an identity, and the 2.7% from its leading correction.

### I.1 Assumptions and model

The electrons are independent (no excitons, no local fields), the valence bands are full, the conduction bands are empty, and the gap stays open under displacement. The phonons are harmonic. The velocity operator does not depend on the displacements, as for a local potential. The symbol $p\equiv\hbar v$ denotes $\hbar$ times the velocity along the field, in eV Å; it is diagonal in the wave vector.

The formulas are written for one phonon branch in a ring of $N$ cells; further branches add a sum. Wave vectors are in units of the inverse cell length $1/a$. The displacement of cell $l$ is

$$u_l=N^{-1/2}\sum_q e^{iql}\,\tilde u_q,\qquad \tilde u_q=l_q\,(b_q+b^\dagger_{-q}),\qquad l_q^2=\frac{\hbar}{2M\Omega_q},$$

with boson operators $b_q$, mass $M$, $\Omega_q=\Omega_{-q}$ and Bose occupation $n_q$. The one-electron Hamiltonian is $H_0+V_1+V_2$, with $V_1$ linear and $V_2$ quadratic in $u$.

The example uses round model parameters. Decoupled chains have $a=3$ Å and a volume $V_c=27$ Å$^3$ per cell. With two orbitals per cell, both placed at the cell position, and energies in eV,

$$H_k=\begin{pmatrix}-1.5+0.8\cos k & 0.2+0.6\,e^{-ik}\\ 0.2+0.6\,e^{ik} & 1.5+\cos k\end{pmatrix},\qquad p_k=a\,\frac{\partial H_k}{\partial k}.$$

At $k=0$ the eigenvalues are $0.9\pm\tfrac12\sqrt{3.2^2+1.6^2}$, which puts the valence maximum at $-0.8889$ eV. At $k=\pi$ they are $-0.9\pm\tfrac12\sqrt{2.8^2+0.8^2}=-0.9\pm1.4560$, which gives a conduction minimum of 0.5560 eV and a direct gap of 2.9120 eV. The indirect gap is $E_g=0.5560+0.8889=1.4449$ eV. The phonon is optical, $\Omega_q^2=\Omega_0^2+(\Omega_\pi^2-\Omega_0^2)\sin^2(q/2)$, with $\hbar\Omega_0=50$ meV, $\hbar\Omega_\pi=40$ meV and $M=30$ u. The coupling acts on site $l$ as $Ds_l+\tfrac12Ws_l^2$, with

$$s_l=u_{l+1}-(1-\beta)u_l,\qquad D=\begin{pmatrix}-1.5&1\\1&2\end{pmatrix}\text{eV/Å},\qquad W=\begin{pmatrix}-2&1\\1&4\end{pmatrix}\text{eV/Å}^2 .$$

An on-site term commutes with the position operator, so the velocity is independent of $u$. The default is $\beta=0$; $\beta=0.4$ switches on a coupling at $q=0$. Inserting the expansion of $u_l$ gives $s_l=N^{-1/2}\sum_q e^{iql}\phi_q\tilde u_q$ with $\phi_q=e^{iq}-(1-\beta)$. Between Bloch states with periodic parts $|mk\rangle$, the sum $N^{-1}\sum_l e^{i(k+q-k')l}$ forces $k'=k+q$, so

$$\langle m,k{+}q|V_1|nk\rangle=N^{-1/2}g_{mn}(k,q)\,\frac{\tilde u_q}{l_q},\qquad g_{mn}(k,q)=l_q\phi_q\langle m,k{+}q|D|nk\rangle. \tag{1}$$

The wave vectors are $k_j=(2\pi j+\theta)/N$. The twist $\theta=\pi/2$, used unless stated otherwise, places $-k_j$ midway between grid points and removes the degeneracy $\epsilon_{n,k}=\epsilon_{n,-k}$ from the grid.

### I.2 The dielectric function at fixed displacements

A field $\mathcal E_0\cos\omega t$ has vector potential $-(\mathcal E_0/\omega)\sin\omega t$ and couples as $-(e\mathcal E_0/\omega)\,v\sin\omega t$. The coefficient of $e^{-i\omega t}$ has modulus $(e\mathcal E_0/2\omega)|v|$. The golden-rule rate, with a factor 2 for spin, is

$$\mathcal W=2\,\frac{2\pi}{\hbar}\Big(\frac{e\mathcal E_0}{2\omega}\Big)^2\sum_{cv}|v_{cv}|^2\,\delta(E_{cv}-\hbar\omega),$$

where $c,v$ run over empty and filled eigenstates of the displaced crystal and $E_{cv}=\epsilon_c-\epsilon_v$. Equating the absorbed power density $\hbar\omega\mathcal W/NV_c$ with the macroscopic loss $\tfrac12\epsilon_0\varepsilon_2\omega\mathcal E_0^2$ and substituting $v=p/\hbar$ gives

$$\varepsilon_2(\omega;u)=\frac{C}{N(\hbar\omega)^2}\sum_{cv}|p_{cv}|^2\,\delta(E_{cv}-\hbar\omega),\qquad C=\frac{2\pi e^2}{\epsilon_0V_c}=42.11\ \text{eV/Å}^2. \tag{2}$$

A delta function whose argument depends on $u$ has a Taylor series only after integration against a smooth function. All statements therefore concern

$$M_f(u)=\sum_{cv}|p_{cv}|^2f(E_{cv}). \tag{3}$$

Convolving (2) with a normalised Gaussian $G_w$ of standard deviation $w$ centred at $\hbar\omega_0$ gives $M_f/N$ with $f(E)=C\,G_w(E-\hbar\omega_0)/E^2$. Every value of $\varepsilon_2$ quoted has this meaning. The derivatives are $f'=fh$ and $f''=f(h^2+h')$, with $h=-(E-\hbar\omega_0)/w^2-2/E$.

### I.3 The HBB amplitude

The initial state is the filled sea $|0\rangle$. The final state is $|F\rangle=c_c^\dagger c_v|0\rangle$ with $c=(c,k{+}q)$, $v=(v,k)$, $q\neq0$, and bare energy $E=\epsilon_{c,k+q}-\epsilon_{vk}$. By (1) the momentum $q$ comes from absorbing a phonon $q$ ($\tau=+1$, boson factor $\sqrt{n_q}$) or emitting a phonon $-q$ ($\tau=-1$, factor $\sqrt{n_q+1}$). With $\eta=\tau\hbar\Omega_q$, energy conservation reads $\hbar\omega=E-\eta$. The second-order golden rule has the amplitude $\sum_I\langle F|H'|I\rangle\langle I|H'|0\rangle/(E_{\rm initial}-E_I)$, with one photon vertex and one phonon vertex. Each vertex is a one-body operator, so either the first creates a pair and the second moves its electron or its hole, or the photon vertex acts diagonally. This gives six orderings. Write $m=(m,k)$ and $m'=(m,k{+}q)$.

1. Photon $v\to m$, then phonon $m\to c$, with $m$ empty. Here $c_c^\dagger c_mc_m^\dagger c_v|0\rangle=|F\rangle$, and the denominator is $\hbar\omega+\epsilon_v-\epsilon_m$.
2. Phonon $v\to m'$, then photon $m'\to c$, with $m'$ empty and $m'\ne c$. The sign is $+$ for the same reason, and the denominator is $\eta+\epsilon_v-\epsilon_{m'}$.
3. Photon $m'\to c$, then phonon $v\to m'$, with $m'$ filled. Moving $c_{m'}$ left past two fermion operators costs no sign, $c_{m'}^\dagger c_{m'}$ then gives 1, and $c_vc_c^\dagger=-c_c^\dagger c_v$, so $c_{m'}^\dagger c_vc_c^\dagger c_{m'}|0\rangle=-|F\rangle$. The denominator is $\hbar\omega-\epsilon_c+\epsilon_{m'}=-(\eta+\epsilon_v-\epsilon_{m'})$ by energy conservation. The two signs cancel and the term has the form of ordering 2.
4. Phonon $m\to c$, then photon $v\to m$, with $m$ filled and $m\neq v$. The same reordering gives $-|F\rangle$, and the denominator is $\eta-\epsilon_c+\epsilon_m=-(\hbar\omega+\epsilon_v-\epsilon_m)$. The term has the form of ordering 1.
5. The photon acts diagonally on $|0\rangle$ with element $p_{00}=\sum_{\rm filled}p_{nn}$ and denominator $\hbar\omega$; the phonon then creates the pair.
6. The phonon creates the pair, with denominator $\eta-E=-\hbar\omega$; the photon then acts diagonally with element $p_{00}-p_{vv}+p_{cc}$.

Orderings 5 and 6 add to $g_{cv}(p_{vv}-p_{cc})/\hbar\omega$, which supplies the missing $m=v$ term of the first form and the missing $m'=c$ term of the second. The intermediate band therefore runs over all bands, filled and empty:

$$A(\eta)=\sum_m\frac{g_{cm}(k,q)\,p_{mv}(k)}{E-\eta+\epsilon_{vk}-\epsilon_{mk}}+\sum_m\frac{p_{cm}(k{+}q)\,g_{mv}(k,q)}{\epsilon_{vk}-\epsilon_{m,k+q}+\eta}. \tag{4}$$

The steps that led to (2) apply with $|p_{cv}|^2$ replaced by the boson weight times $|A|^2/N$:

$$M_f^{\rm HBB}=\frac1N\sum_{cvkq}\big[n_qF(\hbar\Omega_q)+(n_q+1)F(-\hbar\Omega_q)\big],\qquad F(\eta)=|A(\eta)|^2f(E-\eta). \tag{5}$$

The argument of $f$ is the photon energy, so the $1/(\hbar\omega)^2$ of (2) also moves with $\eta$. $V_2$ does not appear, since it changes the phonon number by zero or two.

A three-cell ring ($\beta=0.4$, three spinless electrons in six orbitals, modes $q=\pm2\pi/3$ with up to three quanta and one quantum each initially) can be diagonalised exactly with the linear coupling $V_1$ alone. With the coupling scaled by $\lambda=10^{-3}$ and the squared matrix element of $p$ divided by $\lambda^2$, the transition from $k=\pi/6$ to $5\pi/6$ has sideband strengths 0.004972 eV$^2$Å$^2$ (absorption) and 0.010936 eV$^2$Å$^2$ (emission), and $|A|^2/N$ from (4), with $N=3$ and weights 1 and 2, gives the same digits. The ratio is 2.20, not 2; the factor 1.10 is $|A(-\hbar\Omega)|^2/|A(\hbar\Omega)|^2$.

### I.4 The adiabatic limit and its first correction

Suppose $F$ is smooth on the scale $\hbar\Omega_q$. In (5) the even Taylor terms carry $n+(n+1)$ and the odd ones $n-(n+1)$:

$$nF(\hbar\Omega)+(n+1)F(-\hbar\Omega)=(2n+1)F(0)-\hbar\Omega F'(0)+\tfrac12(2n+1)(\hbar\Omega)^2F''(0)+\dots \tag{6}$$

The first term defines adiabatic HBB theory,

$$M_f^{\rm ad}=\frac1N\sum_{cvkq}(2n_q+1)\,|A(0)|^2f(E). \tag{7}$$

The phonon energy is dropped in the delta function and the denominators and kept in $l_q^2(2n_q+1)$. Write $A=\sum x/d_x+\sum y/d_y$, where $d_x$ falls and $d_y$ rises with $\eta$ at unit rate. Then

$$A'=\sum\frac{x}{d_x^2}-\sum\frac{y}{d_y^2},\qquad A''=2\sum\frac{x}{d_x^3}+2\sum\frac{y}{d_y^3},$$

and the product rule, with $\partial_\eta f(E-\eta)=-f'$, gives

$$F'=2\,{\rm Re}(A^*A')f-|A|^2f',\qquad F''=\big[2|A'|^2+2\,{\rm Re}(A^*A'')\big]f-4\,{\rm Re}(A^*A')f'+|A|^2f''. \tag{8}$$

The limit that makes (7) exact is $M\to\infty$ at fixed force constants, where $\Omega\propto M^{-1/2}$. $F$ contains the factor $l^2\propto M^{-1/2}$, which cancels in ratios. At $T=0$, $n=0$ and the relative correction is $-\hbar\Omega F'/F\propto M^{-1/2}$. At fixed $T>0$, once $\hbar\Omega\ll k_BT$, $2n+1\to2k_BT/\hbar\Omega$ and the relative correction becomes $(\hbar\Omega)^2[F''/2F-F'/(2k_BTF)]\propto M^{-1}$; both correction terms are then of the same order. Evaluating (5) at 2.0 eV with the mass multiplied by $10^4$ and $4\times10^4$ ($N=96$), and taking the logarithm of the ratio of the relative deviations from the static result divided by $\ln4$, gives exponents 0.500 at $T=0$ and 1.000 at 300 K.

### I.5 The Williams-Lax average

The Williams-Lax (WL) spectrum is the average of (2) over the thermal distribution of nuclear positions, the electronic problem being solved with the nuclei at rest. For a real normal coordinate $x=l(b+b^\dagger)$ this distribution follows from its characteristic function. With $\zeta=\kappa^2l^2$, and because $[b,b^\dagger]=1$ is a number, $e^{i\kappa x}=e^{-\zeta/2}e^{i\kappa lb^\dagger}e^{i\kappa lb}$. The diagonal element in the state $|j\rangle$ is $e^{-\zeta/2}\sum_r(-\zeta)^r\,j!/[(j-r)!\,r!^2]$. With $t=e^{-\hbar\Omega/k_BT}$, the thermal mean of $j!/(j-r)!$ is $(1-t)\,t^r\,\partial_t^r(1-t)^{-1}=r!\,n^r$, where $n=t/(1-t)$. The sum over $r$ is $e^{-\zeta n}$, so $\langle e^{i\kappa x}\rangle=e^{-\kappa^2l^2(2n+1)/2}$: a Gaussian of variance $\sigma^2=l^2(2n+1)$. At $q=\pi$, $k_BT=25.85$ meV gives $n=0.2704$, $l^2=0.001742$ Å$^2$ and $\sigma^2=0.001742\times1.5407=0.002684$ Å$^2$.

Write $\tilde u_q=\sigma_q\xi_q$ with classical variables obeying $\xi_{-q}=\xi_q^*$ and $\langle\xi_q\xi_{q'}^*\rangle=\delta_{qq'}$. Odd moments vanish and distinct real modes $\nu$ are uncorrelated, so

$$\langle M_f\rangle=M_f(0)+M_2+O(u^4),\qquad M_2=\tfrac12\sum_\nu\sigma_\nu^2\,\partial_\nu^2M_f. \tag{9}$$

In the model the gap stays open for every real displacement: restricted to orbital 1 the Hamiltonian is at most $-0.7+\max_s(-1.5s-s^2)=-0.1375$ eV, restricted to orbital 2 it is at least $0.5+\min_s(2s+2s^2)=0$, and by the min-max principle $N$ levels lie at or below the first bound and $N$ at or above the second. The Taylor series of $M_f$ in $u$ nevertheless need not converge for all $u$, while the Gaussian extends to arbitrarily large displacements, so the averaged series need not converge and is to be read as asymptotic in the amplitude. For $N=6$, $\beta=0.4$, $\hbar\omega_0=2.6$ eV, $w=0.3$ eV, the average can be done by four-point Gauss-Hermite quadrature in each of the six modes. With displacements scaled by $\lambda$, the remainder $\langle M_f\rangle-M_f(0)-\lambda^2M_2$, with $M_2$ from (13) below, grows by a factor 16.00 between $\lambda=0.05$ and $0.1$, which is $2^4$.

### I.6 The second-order term for nondegenerate states

Let $n,m,l$ label Bloch states (band and wave vector), all nondegenerate. Collecting orders in $(H-\epsilon)|\tilde n\rangle=0$ gives

$$(H_0-\epsilon_n)|n^{(1)}\rangle=(\epsilon_n^{(1)}-V_1)|n\rangle,\qquad(H_0-\epsilon_n)|n^{(2)}\rangle=(\epsilon_n^{(1)}-V_1)|n^{(1)}\rangle+(\epsilon_n^{(2)}-V_2)|n\rangle .$$

Define $R_{mn}=1/(\epsilon_n-\epsilon_m)$ for $m\ne n$ and $R_{nn}=0$, and let $U^{(i)}_{mn}=\langle m|n^{(i)}\rangle$. Projection on $\langle n|$ gives the energies and projection on $\langle m|$ the states. The diagonal of $U^{(2)}$ comes from normalisation, $2\,{\rm Re}\,U^{(2)}_{nn}+\langle n^{(1)}|n^{(1)}\rangle=0$, with the free phase chosen to make it real:

$$\epsilon_n^{(1)}=V_{1,nn},\qquad \epsilon_n^{(2)}=\sum_m|V_{1,mn}|^2R_{mn}+V_{2,nn},\qquad U^{(1)}_{mn}=V_{1,mn}R_{mn}, \tag{10}$$

$$U^{(2)}_{mn}=R_{mn}\Big[\sum_lV_{1,ml}U^{(1)}_{ln}-V_{1,nn}U^{(1)}_{mn}+V_{2,mn}\Big]-\tfrac12\delta_{mn}\sum_l|U^{(1)}_{ln}|^2. \tag{11}$$

The matrix element between perturbed states is $(1+U^{(1)}+U^{(2)})^\dagger p\,(1+U^{(1)}+U^{(2)})$, so

$$p^{(1)}=U^{(1)\dagger}p+pU^{(1)},\qquad p^{(2)}=U^{(2)\dagger}p+pU^{(2)}+U^{(1)\dagger}pU^{(1)}. \tag{12}$$

Let $E^{(i)}=\epsilon_c^{(i)}-\epsilon_v^{(i)}$. Multiplying $|p+p^{(1)}+p^{(2)}|^2$ by $f+f'(E^{(1)}+E^{(2)})+\tfrac12f''E^{(1)2}$ and keeping order $u^2$ gives

$$M_2=\sum_{cv}\Big\{\big[\langle|p^{(1)}|^2\rangle+2\,{\rm Re}\,p^*\langle p^{(2)}\rangle\big]f+\big[|p|^2\langle E^{(2)}\rangle+2\,{\rm Re}\,p^*\langle p^{(1)}E^{(1)}\rangle\big]f'+\tfrac12|p|^2\langle E^{(1)2}\rangle f''\Big\}, \tag{13}$$

with all matrix elements taken at $cv$ and $f$ at the bare energy. By (1), $V_{1,nn}$ involves $\xi_0$ only, so $\langle E^{(1)2}\rangle$ carries a factor $1/N$ and vanishes at $\beta=0$.

### I.7 The identity

Take a pair with $c=(c,k{+}q)$, $v=(v,k)$, $q\ne0$. The bare element $p_{cv}$ vanishes, and every term of (13) except $\langle|p^{(1)}|^2\rangle f$ vanishes with it. Since $V_1$ is Hermitian and $R$ real, $(U^{(1)\dagger})_{cm}=V_{1,cm}/(\epsilon_c-\epsilon_m)$. Since $p$ is diagonal in $k$, the intermediate state lies at $k$ in $U^{(1)\dagger}p$ and at $k+q$ in $pU^{(1)}$, and both terms carry the same $\xi_q$:

$$p^{(1)}_{cv}=\xi_q\sqrt{\frac{2n_q+1}{N}}\left[\sum_m\frac{g_{cm}\,p_{mv}(k)}{\epsilon_{c,k+q}-\epsilon_{mk}}+\sum_m\frac{p_{cm}(k{+}q)\,g_{mv}}{\epsilon_{vk}-\epsilon_{m,k+q}}\right]. \tag{14}$$

In (4) at $\eta=0$ the first denominator is $E+\epsilon_{vk}-\epsilon_{mk}=\epsilon_{c,k+q}-\epsilon_{mk}$, so the bracket is $A(0)$. With $\langle|\xi_q|^2\rangle=1$, the $q\neq0$ pairs of (13) sum to (7) term by term. The mixing of Bloch states by a static distortion and the virtual transition of HBB theory have the same denominator once the photon energy is on shell.

The remaining terms of (13) are evaluated at direct energies $\epsilon_{ck}-\epsilon_{vk}$. The denominators of $A(0)$ vanish at $E=\epsilon_{mk}-\epsilon_{vk}$ and at $E=\epsilon_{c,k+q}-\epsilon_{m,k+q}$. For positive $E$ and an open gap, the first requires $m$ empty and the second $m$ filled, so each pole sits at a direct interband energy. If $f$ vanishes near all direct energies, then

$$M_2=M_f^{\rm ad}, \tag{15}$$

with a finite summand. With a nonlocal potential or displacement-dependent hopping, $\partial p/\partial u$ adds a one-step term to (14), and (4) needs the same term before (15) can hold.

### I.8 The numbers at 2.0 eV and at the onset

At $\hbar\omega_0=2.0$ eV and $w=0.1$ eV the nearest direct transition is $0.912/0.1=9.1$ widths away, where the Gaussian is reduced by $e^{-41.6}$. Sums over $N=192$ give 0.133395 from (13) and 0.129799 from (5). The ratio is $0.129799/0.133395=0.97304$, a deviation of $-2.696\%$ relative to the static value. The two correction terms of (6), evaluated with (8), give $-2.695\%$, so they account for the deviation in the opening paragraph. The term $-\hbar\Omega F'$ contributes $-2.47\%$, negative because the summed $F$ rises with $\eta$, and the $F''$ term contributes $-0.22\%$.

The expansion (6) fails where the summed spectrum changes on the scale $\hbar\Omega$, and the indirect edge is such a place. Equation (5) has an absorption threshold at $E_g-\hbar\Omega_\pi$ with weight $n$ and an emission threshold at $E_g+\hbar\Omega_\pi$ with weight $n+1$; equation (7) has one threshold at $E_g$. At $\hbar\omega_0=1.4449-0.0400=1.4049$ eV and $w=0.02$ eV, HBB gives 0.00093 and the static term 0.00013, a ratio of 6.9 from the unrounded values. The static value is only the Gaussian tail two widths below $E_g$, so the ratio depends on $w$, and (7) is exactly zero between $E_g-\hbar\Omega_\pi$ and $E_g$ as $w\to0$.

## Part II. Direct transitions, resonances and the gap

The symbols are those of Part I. Bloch energies are $\epsilon_{nk}$, $p=\hbar v$ is diagonal in $k$, $g_{mn}(k,q)$ is the coupling (1), $\sigma_q^2=l_q^2(2n_q+1)$, and $\xi_q$ are Gaussian variables with $\langle\xi_q\xi_{q'}^*\rangle=\delta_{qq'}$. The smoothed spectrum is $\varepsilon_2=M_f/N$ with $M_f=\sum|p_{cv}|^2f(E_{cv})$. The order-$u^2$ term $M_2$ of the WL average is (13), built from (10) to (12) with $R_{mn}=1/(\epsilon_n-\epsilon_m)$. Its $q\ne0$ pairs equal adiabatic HBB theory (7), and they are the whole of $M_2$ when $f$ avoids direct energies. Two new symbols are $\Delta_k=\epsilon_{ck}-\epsilon_{vk}$ and $E_{k'k}=\epsilon_{ck'}-\epsilon_{vk}$.

### II.1 Averages as masked matrix products

Define the matrix

$$\Gamma_{mk',nk}=\sqrt{\frac{2n_q+1}{N}}\;g_{mn}(k,q),\qquad q=k'-k, \tag{16}$$

so that $V_{1;mk',nk}=\xi_{k'-k}\Gamma_{mk',nk}$. It is Hermitian because $\phi_{-q}=\phi_q^*$ and $\sigma_{-q}=\sigma_q$. A product of two factors of $V_1$ that leads from $k$ through $k'$ to $k''$ carries $\langle\xi_{k''-k'}\xi_{k'-k}\rangle=\delta_{k''k}$. Every average in (10) to (13) is therefore obtained by replacing $V_1$ with $\Gamma$, multiplying matrices, and keeping the elements with equal initial and final wave vector. The average of $V_2$ is independent of the site and hence diagonal in $k$:

$$\langle V_2\rangle_{mk,nk}=\tfrac12\langle s^2\rangle\langle mk|W|nk\rangle,\qquad\langle s^2\rangle=\frac1N\sum_q\sigma_q^2|\phi_q|^2. \tag{17}$$

For $\beta=0$ at 300 K, $\langle s^2\rangle=0.004862$ Å$^2$.

When the smoothed spectrum avoids all direct transition energies, the second-order term of the Williams-Lax average equals adiabatic HBB theory, and the 2.7% difference from full HBB theory at 2.0 eV is the leading nonadiabatic correction. With the matrix rule for averages now in place, what remains is to treat the energy shifts, the direct transitions and their resonances, and the size of the terms beyond second order.
